Interface Roughness and the Width of an Intersubband Line, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a displaced interface to the decay of the polarization

An electron in a quantum well moves freely in the plane and occupies discrete levels across it. Light polarized along the growth direction z drives transitions between two such subbands. Real interfaces are not flat, and an electron moving along the well meets places where it is slightly wider or narrower. Each subband then has an intrasubband scattering rate, in which the electron changes its in-plane momentum but stays in its subband. The problem is to find how this scattering broadens the transition, and how the width is related to the two scattering rates.

The lower subband is called 0 and the upper one 1. Both have the same in-plane mass m, so their energies are

E₀ + ε_k and E₁ + ε_k, with ε_k = ħ²k²/2m and E₁₀ = E₁ − E₀.

The in-plane states are plane waves in an area A, which is taken to infinity at the end. Electrons do not interact with each other. The roughness is static, so scattering from it is elastic.

**(a) An interface of a square well with barrier height V_b is displaced by a small distance h. Find the shift of subband n to first order in h, and express it through the level energy.**

*Solution.* Let the well occupy 0 < z < L, and count h as positive when the interface moves into the well, so that the well becomes narrower. If the left interface moves from 0 to h > 0, the potential rises from 0 to V_b in the strip 0 < z < h and is unchanged elsewhere. First-order perturbation theory gives

δE_n = ∫₀^h V_b |ψ_n(z)|² dz ≈ V_b |ψ_n(0)|² h.

For h < 0 the potential drops by V_b in a strip of width |h|, and the same expression holds with its sign. The right interface is treated in the same way. Define therefore, for interface i at position z_i,

F_{n,i} = V_b |ψ_n(z_i)|²,  δE_n = F_{n,i} h.  (1)

F is an energy per length. It is positive for both subbands: a narrower well raises both levels.

Displacing one interface inwards by h reduces L by h, and the level energy does not depend on where the well sits. Hence F_n = −dE_n/dL. To evaluate this, write the state inside the well as sin(Kz + δ), with K² = 2mE/ħ², and let it decay in the barriers with κ² = 2m(V_b − E)/ħ². The mass is taken as the same in well and barrier. Matching ψ′/ψ at z = 0 gives

K cot δ = κ, or tan δ = K/κ.

Matching at z = L gives K cot(KL + δ) = −κ = −K cot δ, whose solutions are

KL + 2δ = Nπ, N = 1, 2, …  (2)

Subband 0 has N = 1 and subband 1 has N = 2. Because K² + κ² = 2mV_b/ħ² is a constant K_b², one may write K = K_b sin δ and κ = K_b cos δ. Then dK = K_b cos δ dδ = κ dδ. Differentiating (2) at fixed N,

L dK + K dL + 2 dK/κ = 0, so dK/dL = −K/(L + 2/κ).

Since E is proportional to K², dE/dL = (2E/K) dK/dL, and

F_n = 2E_n/(L + 2/κ_n).  (3)

The length L + 2/κ is the well width enlarged by the penetration into the barriers. For an infinitely high barrier κ → ∞ and F = 2E/L, as follows at once from E ∝ 1/L². The higher level is the more sensitive one, because its energy is larger, unless it lies close to the top of the barrier. There κ → 0, the state spreads far into the barriers, and F tends to zero.

When h varies slowly along the plane, the electron in subband n feels the in-plane potential

V_n(r) = Σ_i F_{n,i} h_i(r).  (4)

This local form is the standard first-order model of roughness. It neglects terms of order h². The random heights have zero mean, are independent for different interfaces, and satisfy

⟨h_i(r) h_i(r′)⟩ = Δ² exp(−|r − r′|²/Λ²),  (5)

where Δ is the rms height and Λ the correlation length. Both subbands feel the same function h_i, with different factors F. The fluctuations V₀ and V₁ are therefore correlated, and this correlation has to be kept in what follows.

**(b) A weak, short light pulse excites the transition. Derive the equation of motion of the coherence between the two subbands to second order in the roughness.**

*Solution.* The roughness also mixes the two subbands. That part is left aside until (h), so the Hamiltonian in subband n is E_n + ε + V_n(r).

Let p_{kl} = ⟨1k|ρ|0l⟩ be the element of the one-electron density matrix between momentum k in the upper and l in the lower subband. The wavelength of the light is long compared with all in-plane lengths, so light couples equal momenta. Right after the pulse

p_{kk}(0) ∝ f₀(ε_k) − f₁(ε_k),

with f_n the occupations. The roughness also leaves small off-diagonal elements in the initial state. They act during a short initial time and alter the amplitude of the signal, not its decay rate at leading order, and are dropped.

The dipole is proportional to the total polarization P(t) = Σ_k p_{kk}(t), because the light detects what it excites, namely equal momenta. The absorption near resonance is the real part of its Fourier transform, with the phase chosen such that P(0) is real:

α(ω) ∝ Re ∫₀^∞ dt e^{iωt} P(t).  (6)

From iħ dρ/dt = [H, ρ], with V_n(k,l) = ⟨k|V_n|l⟩,

iħ dp_{kl}/dt = (E₁₀ + ε_k − ε_l) p_{kl} + Σ_j V₁(k,j) p_{jl} − Σ_j p_{kj} V₀(j,l).

Remove the common rotation by p_{kl} = e^{−iE₁₀t/ħ} s_{kl}, and write s_k for s_{kk}. For equal momenta the kinetic energies cancel:

iħ ds_k/dt = Σ_{l≠k} [V₁(k,l) s_{lk} − V₀(l,k) s_{kl}].  (7)

The omitted term l = k contains the spatial average of V₁ − V₀, which vanishes for a large area. For k ≠ l, keep on the right side the terms that contain the diagonal elements. The others lead to higher orders in V:

iħ ds_{kl}/dt = (ε_k − ε_l) s_{kl} + V₁(k,l) s_l − V₀(k,l) s_k.

With s_{kl}(0) = 0 the solution is

s_{kl}(t) = −(i/ħ) ∫₀^t du e^{−i(ε_k−ε_l)u/ħ} [V₁(k,l) s_l(t−u) − V₀(k,l) s_k(t−u)].

After insertion in (7) and averaging over the roughness, the sum over l makes the integrand decay with u. An electron of speed v = ħk/m leaves a correlated patch in a time of order Λ/v, and energy is defined relative to the subband bottom after a time of order ħ/ε_k. If s changes little in these times, s(t−u) may be replaced by s(t) and the upper limit by infinity. This step uses the equal masses: all diagonal coherences then rotate at the same frequency E₁₀/ħ, so that in the rotating frame s_k and s_l are both slow. With a small damping factor to define the integral,

∫₀^∞ du e^{−ixu/ħ} = πħ δ(x) − iħ 𝒫(1/x),

where 𝒫 denotes the principal value. The delta-function parts of the two coherences needed in (7) are

s_{lk} → −iπ δ(ε_k−ε_l) [V₁(l,k) s_k − V₀(l,k) s_l],

s_{kl} → −iπ δ(ε_k−ε_l) [V₁(k,l) s_l − V₀(k,l) s_k].

Insert them in (7). The first contributes |V₁|² s_k − V₁(k,l)V₀(l,k) s_l. The second enters with a minus sign and contributes |V₀|² s_k − V₀(l,k)V₁(k,l) s_l. The two cross terms are equal. Dividing by i and averaging over the roughness,

ħ ds_k/dt = −π Σ_l δ(ε_k−ε_l) { ⟨|V₀|² + |V₁|²⟩ s_k − 2⟨V₀V₁⟩ s_l }.  (8)

Here ⟨V₀V₁⟩ stands for ⟨V₁(k,l)V₀(l,k)⟩. It is real, because the correlation function (5) is even in r − r′. The average of a product of V, V and s has been replaced by the product of averages, which is again the leading order in weak roughness.

The principal-value parts are treated in the same way. Their cross terms have opposite signs and cancel, which leaves iħ ds_k/dt = D_k s_k with

D_k = Σ_l 𝒫 ⟨|V₁|² − |V₀|²⟩/(ε_k − ε_l).

This is the difference of the second-order level shifts. It is real, so it moves the line belonging to a given k without broadening it. Its variation with k can spread the centres of the lines of a thermal population, and this spread is not included in the widths below unless stated.

The first term in (8) removes coherence from k. The second returns coherence to k from other momenta l on the same energy shell. It is present because one and the same random surface scatters the parts of the electron state in both subbands.

**(c) Find the decay rate of the total polarization and the shape of the line. Compare the width with half the sum of the two scattering rates.**

*Solution.* Sum (8) over k:

ħ dP̃/dt = −π Σ_k Σ_l δ(ε_k−ε_l) { ⟨|V₀|² + |V₁|²⟩ s_k − 2⟨V₀V₁⟩ s_l }, with P̃ = Σ_k s_k.

In the last term exchange the names k and l. The delta function and the averaged product are symmetric under the exchange, so s_l becomes s_k and the braces combine into a perfect square:

|V₀|² + |V₁|² − 2V₀V₁ → |V₀ − V₁|².

Hence

ħ dP̃/dt = −Σ_k Γ(ε_k) s_k,

Γ(ε_k) = π Σ_l ⟨|V₀(k,l) − V₁(k,l)|²⟩ δ(ε_k − ε_l).  (9)

For isotropic roughness Γ depends on the energy and not on the direction of k. Elastic scattering keeps the coherence on its energy shell, so each shell contributes a term that decays as exp(−Γt/ħ). Inserting this in (6),

Re ∫₀^∞ dt e^{i(ω − E₁₀/ħ)t − Γt/ħ} = ħΓ/[(ħω − E₁₀)² + Γ²].

The line of one shell is a Lorentzian in the photon energy. Γ is its half width at half maximum, and 2Γ its full width.

The golden rule gives the rate at which an electron in subband n leaves the momentum k:

W_n = (2π/ħ) Σ_l ⟨|V_n(k,l)|²⟩ δ(ε_k − ε_l).

In terms of these rates (9) reads

Γ = (ħ/2)(W₀ + W₁) − 2π Σ_l ⟨V₀V₁⟩ δ(ε_k − ε_l).  (10)

Half the sum of the rates is what remains if the returning coherence is dropped. It governs the coherence at k if only this momentum was excited: in a large system the amount that returns to k from the other momenta is then a vanishing fraction. The light does not select one momentum. It excites all of them and adds their coherences, and a scattering event that moves coherence from k to l without changing its phase leaves the sum as it was.

The case V₀ = V₁ shows this without perturbation theory. The two Hamiltonians then differ by the constant E₁₀, and

e^{iH₀t/ħ} e^{−iH₁t/ħ} = e^{−iE₁₀t/ħ}.

The polarization keeps its magnitude for any strength of the intrasubband scattering, although W₀ and W₁ may be large. The electron changes direction, but its parts in the two subbands change direction together.

If V₀ = −V₁, the correlation acts the other way: |V₀ − V₁|² = 4|V₀|², and the width is twice that given by half the sum of the rates. This is the largest possible ratio, since 2(a² + b²) − (a − b)² = (a + b)² ≥ 0. For one displaced interface both F are positive by (1). The product V₀V₁ is then positive on average, and the true width lies below half the sum of the rates.

## Second half: the width of a real-sized well and its limits

The following is taken from the first half. Subbands 0 and 1 have equal in-plane mass m and spacing E₁₀. An inward displacement h_i of interface i shifts level n by F_{n,i}h_i, where F_n = 2E_n/(L + 2/κ_n) for a square well of width L and barrier decay constant κ_n. The heights have rms value Δ and correlation length Λ, and different interfaces are independent. An electron of momentum k and kinetic energy ε_k contributes a Lorentzian of half width

Γ = π Σ_l ⟨|V₀(k,l) − V₁(k,l)|²⟩ δ(ε_k − ε_l),

where V_n(r) = Σ_i F_{n,i}h_i(r). Half the sum of the scattering rates would have |V₀|² + |V₁|² in place of the squared difference. These two expressions are called the difference law and the sum law.

**(d) Evaluate Γ for the Gaussian correlation, and find its limits for slow and fast electrons.**

*Solution.* Let q = k − l. The matrix element is V_n(k,l) = (1/A)∫d²r e^{−iq·r}V_n(r), so the average of its squared difference contains two integrals over the plane. One of them gives A, and the other the Fourier transform of the correlation function:

⟨|V₀ − V₁|²⟩ = (1/A) G S(q), with G = Σ_i (F_{0,i} − F_{1,i})².

The sum over i has no cross terms because the interfaces are independent. Each Cartesian direction contributes a factor √π Λ exp(−q_x²Λ²/4), so that

S(q) = πΔ²Λ² exp(−q²Λ²/4).

Replace Σ_l by A∫d²l/(2π)², and use d²l = l dl dθ = (m/ħ²) dε dθ. The delta function sets l = k:

Γ = π G (m/4π²ħ²) πΔ²Λ² ∫₀^{2π} dθ exp(−q²Λ²/4).

The integrand is the same for θ and 2π − θ, so the integral is twice that from 0 to π:

Γ = (mΔ²Λ²/2ħ²) Σ_i (F_{0,i} − F_{1,i})² ∫₀^π dθ exp(−q²Λ²/4).  (11)

On the energy shell q² = 2k²(1 − cos θ). With x = k²Λ²/2 the exponent is −x + x cos θ. The integral of exp(x cos θ) from 0 to π is πI₀(x), where I₀ is the modified Bessel function of order zero. Therefore

Γ = (πmΔ²Λ²/2ħ²) G e^{−x} I₀(x).  (12)

For kΛ ≪ 1 the last two factors tend to 1, and Γ is proportional to Λ². For kΛ ≫ 1 scattering is confined to small angles, where 1 − cos θ ≈ θ²/2. The integral becomes ∫₀^∞ dθ exp(−xθ²/2) = √(π/2x) = √π/(kΛ), and

Γ → √π mΔ²Λ G/(2ħ²k) = √π Δ²Λ G/(2ħv).  (13)

A fast electron has the narrower line.

The roughness width of the line is now known for an electron of given energy, and it depends on the difference of the two subbands' couplings, not on half the sum of their scattering rates. It remains to rederive the fast-electron limit from the phase along the path, test the difference law on waves in random potentials, calculate the width of a specific well, and estimate the effects left out.
